Why compression favours rebonded-step Ge(105) facets on strained germanium

**Question.** A germanium film on Si(001) is compressed by roughly 4 % and gathers into shallow pyramids with {105} faces. Without strain, a {105} face costs more than the flat (001) surface it replaces. Why does compression stabilise the rebonded-step form of Ge(105), and is that enough to make the pyramids favourable?

**Answer.** The rebonded facet contains bonds that close gaps left by the cut crystal. They are stretched, so they pull inward on the lattice that holds them. Compression narrows the gaps and lowers the energy of the surface. A pyramid forms more easily if this saving, after allowing for the larger area of the facet and its partial relaxation, exceeds the saving of the flat surface. The outcome therefore depends on the flat surface as well as on the facet.

**The bonds at the steps**

A (105) surface is a staircase of (001) terraces separated by steps one atomic layer high. Its inclination θ to (001) obeys tan θ = 1/5. To count its broken bonds, measure coordinates in units of a/4, where a is the cubic lattice constant, and give each atom the height index H = x + 5z. The atoms lie in layers of even H. Each layer has two atoms, one from each diamond sublattice, per area a²√6.5. Every atom has two upward bonds, which raise H by 4 and by 6.

Keep the layers with H ≤ 0. Atoms at H = 0 and H = −2 lose both upward bonds. Atoms at H = −4 lose the one that would reach H = 2. The number of broken bonds per area a²√6.5 is

2 × (2 + 2 + 1) = 10.

Each new bond between surface atoms removes two of these. Two dimers leave 10 − 4 = 6, which is the unrebonded surface. Now remove half of the atoms at H = 0. This does not change the count, because each removed atom takes away two broken bonds and exposes two others. The remaining atoms can form one dimer and two bonds between a lower terrace and the step riser, leaving 10 − 6 = 4. These last two are the rebonds.

A simple model gives the sign of their strain response. Two atoms would sit a distance d apart if they were not bonded. A bond of natural length b < d and stiffness k joins them, and the lattice resists their displacement with stiffness κ. At bond length s the energy is

U = ½k(s − b)² + ½κ(d − s)².

Setting dU/ds = 0 gives s = (kb + κd)/(k + κ). Then s − b = κ(d − b)/(k + κ) and d − s = k(d − b)/(k + κ), so that

U = ½k′(d − b)², k′ = kκ/(k + κ).

An in-plane strain ε along the bond changes d to d(1 + ε). Hence, at ε = 0,

dU/dε = k′d(d − b) > 0.

Compression has ε < 0 and lowers U. The model gives a sign, not a reliable magnitude, because a real surface also bends and compresses its other bonds. For that reason a stretched bond does not by itself prove that the whole surface is under tension.

**Surface energy under strain**

Let Γ(ε) be the excess energy of a relaxed surface per unit of unstrained area, with equal strain ε in both in-plane directions:

Γ(ε) = [E(ε) − N e(ε)]/A₀.

Here E is the energy of N atoms in the surface region, e is the energy per atom of equally strained bulk free to relax along the surface normal, and A₀ is the unstrained area. Subtracting Ne keeps the stored energy of the film out of Γ.

The energy E depends on ε directly and through the relaxed atomic positions X:

dE/dε = ∂E/∂ε + (∂E/∂X)·(dX/dε).

The second term vanishes because relaxed atoms feel no force. Unstrained bulk is at its energy minimum, so de/dε = 0 as well. A uniform in-plane strain changes each bond vector D by ε times its in-plane part D∥. With G = ∂E/∂D,

Γ′(0) = (1/A₀) Σ G·D∥.

The normal contraction adds nothing at this order, since a free surface carries no normal traction. In terms of surface stress, dΓ = τ₁dε + τ₂dε, so Γ′ is the sum of the two principal stresses, or twice their mean. Positive Γ′ means tension on average.

**When compression favours the facet**

Write Γf for the facet and Γt for the terrace. One unit of base area carries 1/cos θ units of facet, so replacing terrace by facet costs

ΔΓ(ε) = Γf(rε)/cos θ − Γt(ε).

The factor r is the fraction of the film strain felt by the facet. Expanding to first order,

ΔΓ(ε) ≈ ΔΓ(0) + ε[rΓf′/cos θ − Γt′].

Compression lowers the cost, to this order, if

rΓf′/cos θ > Γt′.

Tension in the facet is not sufficient. A terrace under comparable tension gains as much from compression. These expressions hold the terrace around the pyramid at the film strain. The pyramid in fact compresses it further, an effect estimated below.

**Elastic relief of a pyramid**

Let the film have biaxial modulus M, and treat film and substrate as one isotropic elastic solid with shear modulus μ and Poisson ratio ν. The film stress is σ = Mε, with M = 2μ(1 + ν)/(1 − ν). An island of small slope and height h carries a force σh per unit width. Balance of horizontal forces means that it loads the solid beneath with a traction f = σ∇h.

The response to one Fourier component f exp(iqx), with q > 0, follows from the stress function

φ = Bz exp(qz + iqx), z ≤ 0,

with σzz = ∂²φ/∂x², σxx = ∂²φ/∂z² and σxz = −∂²φ/∂x∂z. At z = 0 this gives σzz = 0, σxz = −iqB and σxx = 2qB. Matching σxz = f requires B = if/q, so σxx = 2if. In plane strain with σzz = 0,

iqu = (1 − ν)σxx/(2μ) = i(1 − ν)f/μ,

u = (1 − ν)f/(μq).

A linear solid under a fixed load lowers its energy by half of load times displacement. Since |f_q|² = σ²q²|h_q|²,

E_el = −[σ²(1 − ν)/(2μ)] ∫ q|h_q|² d²q/(2π)².

From the definition of M, (1 − ν)/(2μ) = (1 + ν)/M. With σ = Mε the prefactor becomes Mε²(1 + ν). A square pyramid of base L has h = L tan θ p(x/L), where p has unit base and unit slope. Then h_q scales as L³ and q d²q as L⁻³, so the integral scales as L⁶L⁻³ = L³:

E_el = −CL³, C = Mε²(1 + ν)K tan²θ,

where K = ∫ q|p_q|² d²q/(2π)².

The same displacement relaxes the facet. The added in-plane dilation has Fourier components

iq·u_q = −(1 − ν)σqh_q/μ = −2(1 + ν)εqh_q.

Averaged over the square base, half of this belongs to each direction, by symmetry. If Q is the base average of the function whose Fourier transform is qp_q, the retained fraction of strain is 1 − (1 + ν)Q tan θ. There is also a tilt correction. The film contracts or expands vertically by −cε, with c = 2ν/(1 − ν), so the strain up the slope is ε(cos²θ − c sin²θ). Averaging with the strain ε across the slope gives the factor ½(1 + cos²θ − c sin²θ). The product of the two factors is r. The tilt factor keeps only some of the terms of order θ²; for a cone of the same slope this recipe gives a mean retained strain of 0.835, against 0.843 from the linear elastic solution for the actual shape. Using r in Γf replaces the unequal strains along and across the slope by their mean. These strains differ widely: the cone retains about 0.97 of the film strain along the slope and 0.72 across it. At −4 % the neglected term ½(τ₁ − τ₂)(ε₁ − ε₂) then amounts to about 0.5 meV/Å² for each 100 meV/Å² of difference between the two facet stresses. It is not included in the costs below.

The island energy relative to the flat film is

E(L) = ΔΓL² − CL³.

For ΔΓ > 0, dE/dL = 2ΔΓL − 3CL² = 0 gives

L* = 2ΔΓ/(3C),

E* = 4ΔΓ³/(9C²) − 8ΔΓ³/(27C²) = 4ΔΓ³/(27C²).

The barrier varies as the cube of the surface cost, so a few meV/Å² matter. For ΔΓ ≤ 0 this expression has no barrier. Pyramids with ΔΓ > 0 still become favourable once L > ΔΓ/C.

**Numbers for germanium**

The surfaces were relaxed with the Tersoff potential for germanium, an empirical interatomic potential, at a chosen misfit of −4 %. The numerical output gives the full set of values. Surface energies and slopes below are in meV/Å².

For the rebonded facet, Γf(0) = 82.1 and Γf(−4 %) = 74.1, or 1.31 and 1.19 J/m². Its slope is Γf′ = 141. Separately relaxed slabs at small positive and negative strain give the same slope to within 0.1. A deeper slab changes either energy by less than 0.003.

The rebonds average 2.60 Å, against 2.45 Å in the bulk, a stretch of about 6 %. At −4 % strain they shorten to 2.55 Å. When the slope is assigned to the atoms at which the bond vectors begin, atoms of the rebonded pairs carry 65, dimer atoms 39 and all others 37. This division depends on the bookkeeping, but the total does not. The unrebonded (105) surface provides a separate comparison: its slope is 31. Changing to the rebonded structure thus adds 110 to the slope, and lowers the unstrained energy from 87.7 to 82.1.

The terrace with a complete set of dimers, Ge(001)-2×1, has Γt(0) = 80.9 and Γt′ = −6. Its average stress is close to zero although it contains dimers. Compression to −4 % still lowers its energy, to 79.1, through the second-order term. A negative second derivative means that, to this order, the surface region stores less strain energy than the same number of bulk atoms.

Without strain, with 1/cos θ = 1.020,

ΔΓ(0) = 82.06 × 1.020 − 80.91 ≈ 2.8.

Of this, 1.15 comes from the higher energy per area and 1.6 from the extra area. The facet is indeed less competitive.

At the misfit the facet retains 0.877 of the strain, and the tilt factor is 0.968. Thus r = 0.849 and the facet strain is −3.4 %. The first-order change is

−0.04 × (0.849 × 140.9 × 1.020 + 6.4) ≈ −5.1.

The second-order terms reduce the change to −4.7, because the terrace gains slightly more from them than the less strained facet. The cost becomes

ΔΓ(−4 %) ≈ −2.0.

Against this terrace, compression reverses the order of the two surfaces.

For the elastic term, the potential gives M = 154.5 GPa = 0.964 eV/Å³, ν = 0.243 and K = 0.165. The Fourier value of K agrees with a direct real-space integral to better than 0.1 %. Hence

C = 0.964 × 0.0016 × 1.243 × 0.165 × 0.04 ≈ 1.27 × 10⁻⁵ eV/Å³.

If both surfaces kept their unstrained energies while the elastic relief stayed the same, the barrier would be 19.7 eV at a base of 14.6 nm. With strained surface energies and the 2×1 terrace, the barrier disappears.

**A terrace that also relieves strain**

The 2×1 terrace is not the best flat surface under compression. Removing one dimer in every eight gives a 2×8 terrace with Γt(0) = 82.6, worse than 2×1, but Γt(−4 %) = 76.1, which is better. Its slope is 103. New bonds form across the missing dimer. They are stretched to about 2.76 Å and pull inward, like those at the facet steps. Their atoms carry only about 22 to 34 of the slope, however, depending on the end of each bond vector to which it is assigned, so most of the tension is spread over the surrounding atoms.

The strained facet costs 79.07 − 1.96 = 77.1 per unit base area. Against the 2×8 terrace,

ΔΓ(−4 %) ≈ 77.1 − 76.1 ≈ 1.0.

If the lower of the two terraces is used at each strain, compression reduces the cost from 2.8 to 1.0. It does not make it negative as long as the surrounding terrace is held at the film strain. If instead the terrace is held as 2×8 at both strains, the unstrained cost is 83.7 − 82.6 = 1.1, and compression changes it hardly at all. The statement that compression favours the facet therefore depends on which terrace is meant.

The strain response of the facet remains essential. Suppose that the terrace adopted its strained 2×8 form while the facet kept its unstrained energy. The cost would be 83.7 − 76.1 = 7.6, and the barrier

4 × (7.6 × 10⁻³)³/[27 × (1.27 × 10⁻⁵)²] ≈ 400 eV.

With the actual facet response it is about 1.0 eV at a base of 5.5 nm. At 873 K this is 14 times the thermal energy of 0.075 eV. The facet keeps pace with a terrace that is itself relieving strain, and the elastic relief then makes sufficiently large pyramids favourable.

The small positive cost is not robust. As the base of the pyramid expands, it compresses the terrace around it. The added dilation sums to zero over the whole surface, because its Fourier component, proportional to qh_q, vanishes at q = 0. The surroundings therefore gain as much compression as the base loses. Per unit base area this changes the cost by ε(1 − ρ)Γt′(ε), where ρ = 0.877 is the retained fraction of strain and Γt′(ε) is the terrace slope at the film strain. For the 2×8 terrace that slope is about 226, and the change is

−0.04 × 0.123 × 226 ≈ −1.1,

which is about the size of the cost of 1.0. The barrier then nearly or wholly disappears. The sign of the remaining cost is not settled, because the small-slope formula overestimates the strain passed to the terrace: for a cone of the same slope the actual value is about 16 % smaller, which would turn −1.1 into about −0.9. For the 2×1 terrace the change is about −0.5.

The spacing of the missing dimers matters as well. Removing one dimer in six gives Γt(−4 %) = 75.8. Before the correction for the surroundings, the cost is then about 1.35 and the barrier about 2.3 eV. Among spacings of 4 to 8 and 10 dimers, one in six is the lowest at this strain. A deeper slab lowers the 2×8 energy at −4 % by 0.07, which raises the cost against it from 1.0 to 1.1 and the barrier from 1.0 to about 1.3 eV; the 2×6 energy falls by 0.02.

**What this means for real films**

Germanium on Si(001) has a misfit of roughly 4 %, and 873 K serves here as an example of a growth temperature. Real films do not keep the perfect 2×1 terrace, since compressed germanium layers develop rows of missing dimers. In this model that changes the cost at the misfit from −2.0 to about +1.0 meV/Å² with one dimer in eight missing, or +1.35 with one in six, before the extra compression of the surrounding terrace is counted. Mixing with silicon weakens the misfit. At −3 %, with germanium surface energies retained and the 2×1 terrace as reference, the cost is −0.9 instead of −2.0.

Other omissions matter because the decisive differences are only a few per cent of each surface energy. The potential has no electrons and cannot describe the buckling of real germanium dimers. The nearby silicon is absent, and other arrangements of missing dimers may have lower energy. The sign of ΔΓ for a real film cannot be settled at this level; within the model, the tension of the rebonded facet lowers the cost by about 0.04 × 0.849 × 140.9 × 1.020 ≈ 4.9 meV/Å², which exceeds the size of ΔΓ at the misfit against either terrace.

Several limits of the elastic estimate can be gauged. The stored bulk energy at −4 % is 6 % above its harmonic value, and the biaxial moduli for (001) and (105) differ by 2 %. The film stress, whose square sets C, is 9 % above its linear value. Over an unstrained substrate this would raise C by about 18 % and lower a barrier at fixed ΔΓ by about 29 %. The small-slope formula errs the other way. For a cone of the same slope, solving the linear elastic problem for the actual shape lowers C by about 8 % and raises such a barrier by about 18 %. The potential is also too stiff: measured elastic constants of germanium give a biaxial modulus of about 140 GPa, not 154.5 GPa. The errors from treating the cubic crystal as isotropic, and from giving silicon the stiffness of germanium, were not computed for the pyramid. The first is not small: with the measured constants, a surface undulation along [100] releases about 15 % less energy than the isotropic formula gives. Edges are a separate matter. At a base of 20 nm, an energy of about 140 meV/Å along all base edges and ridges would cancel the 4.7 meV/Å² gained against the 2×1 terrace. Smaller islands have more edge per area, so edge energy can create a barrier even when ΔΓ is negative.

The continuum picture also weakens at small size. A pyramid with a 5.5 nm base is L tan θ/2 = 0.55 nm high, about four atomic layers. Its barrier of 1 eV, which the correction for the surrounding terrace can remove, does not predict a nucleation rate.

The sign of the misfit distinguishes the elastic relief from the surface response. The elastic relief depends on ε² and is the same for tension and compression in this linear treatment. The first-order surface term changes sign. Against the 2×1 terrace, a small tensile strain therefore raises the cost of the rebonded facet. This preference for compression comes from the tension of the rebonded surface, to which its stretched bonds contribute, not from the elastic relief of the pyramid.

Numbers as computed

```
Ge lattice constant (Tersoff): 5.6567 A
bulk energy per atom: -3.8506 eV
bulk bond length: 2.4494 A
misfit strain (chosen): -4.0 %
threefold atoms per a^2 sqrt(6.5), rebonded: 4 
threefold atoms per a^2 sqrt(6.5), unrebonded: 6 
(105) rebonded: Gamma(0) 82.06, Gamma(-4%) 74.10, slope 140.9 meV/A^2
(105) unrebonded: Gamma(0) 87.74, Gamma(-4%) 84.21, slope 31.3 meV/A^2
(001) 2x1: Gamma(0) 80.91, Gamma(-4%) 79.07, slope -6.4 meV/A^2
(001) 2x8 missing dimer: Gamma(0) 82.62, Gamma(-4%) 76.06, slope 103.3 meV/A^2
(105) rebonded slope from strained slabs: 141.0 meV/A^2
(105) rebonded Gamma(-2%): 78.68 meV/A^2
(105) rebonded second strain derivative: -2990 meV/A^2
(001) 2x1 slope from strained slabs: -6.3 meV/A^2
(001) 2x1 Gamma(-2%): 80.52 meV/A^2
(001) 2x1 second strain derivative: -2678 meV/A^2
(105) rebonded Gamma(0): 1.315 J/m^2
(105) rebonded Gamma(-4%): 1.187 J/m^2
(105) slope carried by rebonded pairs: 65.1 meV/A^2
(105) slope carried by dimers: 38.7 meV/A^2
(105) slope carried by other atoms: 37.0 meV/A^2
mean rebonded bond, unstrained: 2.6046 A
mean rebonded bond at -4%: 2.5507 A
mean (105) dimer bond, unstrained: 2.4993 A
Gamma105(-3%) relaxed directly: 76.542 meV/A^2
Gamma105(-3%) interpolated: 76.538 meV/A^2
shift with deeper slab, 0%: -0.0010 meV/A^2
shift with deeper slab, -4%: -0.0024 meV/A^2
biaxial modulus M (001): 154.5 GPa
biaxial modulus ratio (105)/(001): 1.0185 
effective Poisson ratio: 0.2427 
stored energy at -4% / harmonic value: 1.0642 
shape integral K, Fourier: 0.16531 
shape integral K, real space: 0.16537 
fraction of strain kept on facet: 0.8768 
in-plane tilt factor: 0.9684 
facet cost, unstrained surfaces: 2.77 meV/A^2
facet cost at -4%: -1.96 meV/A^2
change of facet cost: -4.74 meV/A^2
linear part of that change: -5.13 meV/A^2
facet cost at -3% (weaker misfit): -0.85 meV/A^2
facet cost, best terrace, unstrained: 2.77 meV/A^2
facet cost, best terrace, -4%: 1.04 meV/A^2
elastic relief C at -4%: 12.675 ueV/A^3
barrier, unstrained Gammas: 19.68 eV at base 14.590 nm
barrier, strained Gammas: 0 eV at base 0.000 nm
barrier, strained, best terrace: 1.036 eV at base 5.468 nm
thermal energy at 873 K: 0.0752 eV
edge energy offsetting the change at 20 nm base: 138.2 meV/A
```
